# The Penn gap of silicon from its static permittivity

## Problem

The simplest Penn model describes the valence electrons of a semiconductor by a single transition energy \(E_P\), the Penn gap. Silicon has the static relative permittivity \(\varepsilon=11.7\) and the valence plasmon energy \(E_{pl}=16.6\) eV.

1. Estimate \(E_P\) by scaling.
2. Derive the relation between \(\varepsilon\), \(E_{pl}\) and \(E_P\) within the model, and invert it for silicon.
3. Compare the result with the estimate and with the fundamental gap, roughly 1.1 eV. Explain what kind of average \(E_P\) is, and estimate the effects of the main simplifications.

The plasmon energy is taken as the free-electron value

\[
E_{pl}=\hbar\omega_{pl},\qquad \omega_{pl}^2=\frac{ne^2}{\varepsilon_0 m},
\]

where \(n\) is the density of valence electrons, \(m\) the free electron mass and \(e>0\) the elementary charge. The atomic cores are treated as rigid, and there are no free carriers.

The static permittivity of a crystal can also contain a part due to moving ions. In silicon this part vanishes to first order. A rigid shift of one of the two sublattices against the other would produce a dipole through the effective charges of the two atoms. Symmetry exchanges the two atoms, so these charges are equal; neutrality makes their sum zero, so each is zero. The value 11.7 can therefore be used as a purely electronic permittivity.

## First estimate by scaling

Suppose that each valence electron is bound by a spring of natural frequency \(\omega_P=E_P/\hbar\). The susceptibility \(\varepsilon-1\) is dimensionless and can depend on \(n\), \(m\), \(\omega_P\) and the combination \(e^2/\varepsilon_0\). These four quantities involve mass, length and time, so they form one independent dimensionless group, which may be chosen as

\[
\frac{ne^2}{\varepsilon_0 m\omega_P^2}=\left(\frac{E_{pl}}{E_P}\right)^2 .
\]

If the electrons respond independently to the macroscopic field, the susceptibility is proportional to \(n\), and hence to the first power of this group:

\[
\varepsilon-1=C\left(\frac{E_{pl}}{E_P}\right)^2 .
\]

Scaling does not give the number \(C\). For an estimate, set \(C=1\) and, since \(\varepsilon\) is much larger than one, replace \(\varepsilon-1\) by \(\varepsilon\):

\[
E_P\sim\frac{E_{pl}}{\sqrt{\varepsilon}}=\frac{16.6\ \text{eV}}{\sqrt{11.7}}=4.85\ \text{eV}.
\]

## Exact solution of the model

**The permittivity.** Let a static macroscopic field \(F\) act along \(x\). The force on an electron is \(-eF\), and the spring force is \(-m\omega_P^2x\). In equilibrium they add to zero:

\[
-m\omega_P^2x-eF=0\quad\Rightarrow\quad x=-\frac{eF}{m\omega_P^2}.
\]

The electron moves against the field, but its charge is negative, so its dipole moment points along the field:

\[
-ex=\frac{e^2}{m\omega_P^2}F .
\]

There are \(n\) such dipoles per unit volume. Their polarization equals \(\varepsilon_0(\varepsilon-1)F\) by the definition of the permittivity, so

\[
\varepsilon_0(\varepsilon-1)F=\frac{ne^2}{m\omega_P^2}F .
\]

Dividing by \(\varepsilon_0F\) and multiplying numerator and denominator by \(\hbar^2\) gives

\[
\varepsilon=1+\left(\frac{E_{pl}}{E_P}\right)^2 .
\]

Thus \(C=1\) in this model. A larger gap means a stiffer spring and a smaller permittivity; as \(E_P\to\infty\), \(\varepsilon\to1\).

**The inversion.** Subtract one, take the positive square root because \(E_P\) is a positive energy, and solve:

\[
E_P=\frac{E_{pl}}{\sqrt{\varepsilon-1}}
=\frac{16.6\ \text{eV}}{\sqrt{10.7}}
=\frac{16.6\ \text{eV}}{3.2711}
=5.07\ \text{eV}.
\]

The Penn gap is therefore near 5.1 eV, which corresponds to a photon wavelength of 244 nm.

**Rounding of the inputs.** The logarithm of the inversion is \(\ln E_P=\ln E_{pl}-\tfrac12\ln(\varepsilon-1)\). For small changes,

\[
\frac{dE_P}{E_P}=\frac{dE_{pl}}{E_{pl}}-\frac{d\varepsilon}{2(\varepsilon-1)} .
\]

Raising \(\varepsilon\) by 0.05 at fixed \(E_{pl}\) changes \(E_P\) by \(-0.012\) eV. Raising \(E_{pl}\) by 0.05 eV at fixed \(\varepsilon\) changes it by \(+0.015\) eV. The rounding of the inputs thus leaves the second decimal uncertain by a few units.

**The density behind the plasmon energy.** Solving the definition of \(\omega_{pl}\) for the density gives

\[
n=\frac{\varepsilon_0m}{e^2}\left(\frac{E_{pl}}{\hbar}\right)^2
=2.00\times10^{23}\ \text{cm}^{-3}.
\]

The cubic cell of silicon has an edge \(a\) of roughly 0.54 nm and contains eight atoms. The number of electrons per atom is then \(na^3/8=3.93\). Within the accuracy of the rough edge, this is the four valence electrons of silicon, so 16.6 eV is consistent with the free-electron definition used here.

## What the Penn gap averages

A real crystal has many transition energies. To see how they enter, consider a long thin sample of volume \(V\) with \(N=nV\) valence electrons and the field along its axis. In the limit of a very large ratio of length to width, the field inside equals the applied field. Let \(X\) be the sum of the electron coordinates along the axis, \(|0\rangle\) the ground state, and \(|j\rangle\) the excited states with energies \(E_j\) above it. The nuclei are fixed, and the cores act as a local potential.

The perturbation is \(+eFX\). First-order perturbation theory gives the state

\[
|0'\rangle=|0\rangle-\sum_j\frac{eF\,X_{j0}}{E_j}|j\rangle,
\qquad X_{j0}=\langle j|X|0\rangle .
\]

The change in \(\langle X\rangle\) has two equal cross terms, and multiplying it by \(-e\) gives the induced dipole:

\[
-e\,\delta\langle X\rangle=2e^2F\sum_j\frac{|X_{j0}|^2}{E_j}.
\]

Define the oscillator strength per electron as

\[
f_j=\frac{2mE_j|X_{j0}|^2}{N\hbar^2},
\qquad\text{so that}\qquad
\frac{2|X_{j0}|^2}{E_j}=\frac{N\hbar^2}{m}\frac{f_j}{E_j^2}.
\]

Dividing the dipole by \(\varepsilon_0VF\) then gives

\[
\varepsilon-1=\frac{ne^2\hbar^2}{\varepsilon_0m}\sum_j\frac{f_j}{E_j^2}
=E_{pl}^2\sum_j\frac{f_j}{E_j^2}.
\]

The strengths add up to one. The potentials commute with \(X\), so only the kinetic energy contributes to the commutator of the Hamiltonian \(H\) with \(X\): \([H,X]=-i\hbar P/m\), where \(P\) is the total momentum along the axis. Since \([X,P]=i\hbar N\),

\[
[X,[H,X]]=-\frac{i\hbar}{m}[X,P]=\frac{N\hbar^2}{m}.
\]

Writing out the double commutator in the ground state, whose energy is \(E_0\), gives

\[
2\langle XHX\rangle-2E_0\langle X^2\rangle=2\sum_jE_j|X_{j0}|^2 .
\]

Equating the two results yields \(\sum_jf_j=1\). Comparison with the one-oscillator formula now identifies the Penn gap:

\[
\frac1{E_P^2}=\sum_j\frac{f_j}{E_j^2}.
\]

It is an inverse-square mean, weighted by oscillator strength. If no transition with strength lies below an onset \(E_{on}\), each term obeys \(1/E_j^2\le1/E_{on}^2\). Summing with the weights \(f_j\) gives \(1/E_P^2\le1/E_{on}^2\), and hence

\[
E_P\ge E_{on}.
\]

Equality requires all the strength to lie at the onset.

A single electron in an anharmonic well shows how close the two energies can be. In units \(\hbar=m=e=1\), take the potential \(x^2/2+0.2x^3+0.3x^4\). Diagonalization in a basis of 80 harmonic-oscillator states gives a static polarizability of 0.4853. Its inverse square root, the average gap, is 1.4355, while the first excitation energy is 1.4319. The average lies only 0.3% above the onset. In a crystal the strength is spread over bands of transition energies, and the two need not be so close.

## Comparison

**Scaling and exact solution.** The scaling estimate, 4.85 eV, lies about 4% below the exact model result, 5.07 eV. Since \(C=1\), the whole difference comes from replacing \(\varepsilon-1\) by \(\varepsilon\):

\[
\frac{E_{pl}/\sqrt{\varepsilon}}{E_{pl}/\sqrt{\varepsilon-1}}
=\sqrt{1-\frac1\varepsilon}\approx1-\frac1{2\varepsilon}.
\]

The replacement is good for large permittivity. It fails as \(\varepsilon\to1\), where the exact gap grows without limit while the estimate tends to \(E_{pl}\).

**Penn gap and fundamental gap.** The Penn gap exceeds the rough fundamental gap by about 4.0 eV; their ratio is about 4.6. The two energies answer different questions. The fundamental gap is the smallest energy needed to create a separate electron and hole. The Penn gap measures how stiffly the whole valence charge resists a static field.

Silicon's fundamental gap is indirect: the highest valence state and the lowest conduction state have different crystal momenta. A uniform field cannot supply the difference, so in a rigid lattice this transition has no oscillator strength. Phonons make it possible, but weak. The permittivity is instead governed by vertical transitions, which conserve crystal momentum and start at higher energies.

Putting the fundamental gap into the Penn formula shows the size of the mismatch:

\[
1+\left(\frac{16.6}{1.1}\right)^2=229,
\]

compared with the actual 11.7. This would be the permittivity if all the valence strength were concentrated at 1.1 eV. Conversely, a Penn gap of 5.07 eV does not place an absorption edge at 244 nm. The wavelength corresponding to the fundamental gap is about 1100 nm.

## Effects of the simplifications

**Spread of transition energies.** A spread does not move the average \(E_P\), which the permittivity and the plasmon energy fix, but it separates \(E_P\) from the energy at which the transitions start. A nearly-free-electron model gives an estimate of this separation. Near a Bragg plane, the potential couples two plane waves whose wave vectors differ by \(G\). Let \(u\) be the difference of their free-electron energies and \(D/2\) their coupling. Apart from a common energy, the Hamiltonian is

\[
\frac12\begin{pmatrix}u&D\\D&-u\end{pmatrix},
\]

with eigenvalues \(\pm\tfrac12\sqrt{u^2+D^2}\). The transition energy is therefore \(E=\sqrt{D^2+u^2}\), and its minimum, the edge gap, is \(D\).

With \(\cos2\theta=u/E\) and \(\sin2\theta=D/E\), the upper state is \((\cos\theta,\sin\theta)\) and the lower one \((-\sin\theta,\cos\theta)\). The momenta of the two plane waves along \(G\) differ by \(\hbar G\), so the matrix element between the states has magnitude

\[
|p|=\hbar G\sin\theta\cos\theta=\frac{\hbar GD}{2E}.
\]

The strength of a transition is \(2|p|^2/(mE)\), which is proportional to \(D^2/E^3\). Since \(u\) is linear in the wave vector along \(G\), the states are evenly spread in \(u\). If \(D\) is small compared with the range of \(u\), the limits may be extended to infinity. Substituting \(u=D\tan\phi\) gives

\[
\frac1{E_P^2}
=\frac{\int D^2E^{-5}\,du}{\int D^2E^{-3}\,du}
=\frac1{D^2}\,\frac{\int_{-\pi/2}^{\pi/2}\cos^3\phi\,d\phi}{\int_{-\pi/2}^{\pi/2}\cos\phi\,d\phi}
=\frac1{D^2}\,\frac{4/3}{2}=\frac{2}{3D^2}.
\]

Hence \(D=\sqrt{2/3}\,E_P=4.14\) eV, about 18% below the Penn gap.

The gap is not very small on the scale of the band. The free-electron Fermi energy at the density found above is \(\hbar^2(3\pi^2n)^{2/3}/(2m)=12.5\) eV, so \(D\) is 0.33 of it. A one-dimensional crystal with a cosine potential and one filled band, diagonalized in plane waves at the same ratio, gives \(E_P/D=1.2242\). The narrow-gap limit is \(\sqrt{3/2}=1.2247\). The finite gap thus matters little in one dimension. In three dimensions the states are not evenly spread in \(u\). In an isotropic model with a spherical zone boundary the correction is of first order in the ratio of \(D\) to the Fermi energy and moves \(D\) by about 0.15 eV. Neither model contains the band structure of silicon, so 4.14 eV is an indication of scale and not a predicted edge. It is comparable to the direct gap at the X point, about 4.2 eV, near which the oscillator strength is largest. Vertical transitions in silicon start lower, near 3.4 eV, so the onset lies further below the Penn gap than \(D\) does.

**Local fields.** The energies \(E_j\) in the sum above are excitation energies of the whole electron system. Reading them as band-to-band energies assumes that each electron feels only the macroscopic field. In silicon the induced charge varies within the cell, and in the random-phase approximation the resulting local fields lower the permittivity by roughly 10%, which corresponds to about 0.3 eV in \(E_P\). The value 5.07 eV therefore equals an average over band transitions only to about this accuracy.

**Meaning of the plasmon energy.** In an oscillating field of photon energy \(E\), the equation of motion gains the inertial term \(m\ddot x=-m(E/\hbar)^2x\). This replaces \(E_P^2\) by \(E_P^2-E^2\) in the response:

\[
\varepsilon(E)=1+\frac{E_{pl}^2}{E_P^2-E^2}.
\]

For weak damping, the energy-loss peak lies where \(\varepsilon(E)=0\), at

\[
E_L=\sqrt{E_{pl}^2+E_P^2}=17.36\ \text{eV}.
\]

In this one-oscillator model, binding raises the peak above the free-electron value. If 16.6 eV were instead the position \(E_L\) of this peak, then \(E_{pl}^2=E_L^2-E_P^2\), and the static formula would become

\[
\varepsilon=1+\frac{E_L^2-E_P^2}{E_P^2}=\frac{E_L^2}{E_P^2},
\qquad
E_P=\frac{E_L}{\sqrt\varepsilon}=4.85\ \text{eV}.
\]

The expression used as a scaling estimate is thus the exact inversion under this other reading of the input. The measured loss peak of silicon lies slightly below 17 eV, close to the free-electron value, so 17.36 eV is a property of the one-oscillator model and not a prediction for the crystal.

**Silicon in use.** The inputs describe crystalline silicon near room temperature. In a warm device the permittivity rises, by a rough relative amount of \(10^{-4}\) per K. Over 100 K, with the plasmon energy held fixed, this lowers \(E_P\) by about 0.03 eV, or 0.5%. Doped silicon also has free carriers, whose response must be excluded from \(\varepsilon\) before the formula is used. The spread of transition energies does not change \(E_P\), but it separates \(E_P\) from the onset of vertical transitions by more than any of the shifts of \(E_P\) estimated here. Real silicon does not absorb at a single energy, and 5.07 eV should be read as a measure of its average electronic stiffness.

All numerical values are calculated from the stated model.
